Why Transverse Phonons Are Bright near the Cube Axes of Germanium

**Q:** My heat-pulse images of germanium show bright transverse structures around the cube axes. I was told that concave slowness regions fold the ray map. What is the ray map?

**A:** It sends the direction n of a wavevector to the direction of its energy flow. I use linear elasticity, so a wave with phase speed v(n) has slowness s = n/v and wavevector k = ωs. The displacement u obeys

Γ(s) u = ρ u,
Γ_xx = C11 s_x² + C44(s_y² + s_z²),  Γ_xy = D s_x s_y,  D = C12 + C44,

and likewise for the other components. The solutions s form three sheets: longitudinal, fast transverse (FT) and slow transverse (ST). Energy travels with V = ∂ω/∂k. A gradient is normal to the surfaces of constant ω, and these are copies of the slowness sheet, so V is normal to the sheet. Because ω is proportional to |k| along a ray from the origin, V·n = v > 0, and V is the outward normal.

**Q:** How does the shape of the sheet become brightness?

**A:** Let the source put equal energy into each solid angle dΩ_n on each sheet. A surface element dS, with angle ψ between n and V, is seen from the origin under

dΩ_n = cosψ dS/s².

Its normals fill dΩ_V = |K| dS, which is the definition of the Gaussian curvature K. One wavevector therefore contributes the flux factor

A = dΩ_n/dΩ_V = cosψ/(s²|K|).

In an isotropic solid K = 1/s² and ψ = 0, so A = 1. If several wavevectors share a ray direction, their A values add, with interference averaged out.

There are thus two routes to brightness: small |K| and many contributions. Folds lie on lines K = 0, where the map reverses its orientation. A patch concave in both directions has K > 0 and reverses nothing. The saddle regions, K < 0, do.

**Q:** Is the germanium sheet concave at the cube axis?

**A:** Take [001] as z and a small transverse slowness s_⊥ at azimuth φ. The third row of the wave equation is

D s_z(s_x u_x + s_y u_y) + (C11 s_z² + C44 s_⊥²)u_z = ρu_z.

For a transverse wave ρ ≈ C44 s_z², so to leading order

u_z = −D(s_x u_x + s_y u_y)/[(C11 − C44)s_z].

Put this into the first row and define g = D²/(C11 − C44):

[(C11 − g)s_x² + C44 s_y²]u_x + (D − g)s_x s_y u_y = (ρ − C44 s_z²)u_x.

The second row follows by exchanging x and y. This is a 2×2 eigenvalue problem. With

P = C11 − g + C44,  Q = C11 − g − C44,  R = D − g,

its trace is P s_⊥², the difference of its diagonal elements is Q s_⊥² cos2φ, and its off-diagonal element is ½R s_⊥² sin2φ. Hence

ρ = C44 s_z² + s_⊥² f(φ),  f = (P ± S)/2,
S² = Q² cos²2φ + R² sin²2φ.

The plus sign is the stiffer, faster sheet. If f < 0, s_z grows away from the axis: the sheet has a dent. In the cube plane, φ = 0, the mode polarized in that plane has f = C11 − g, which is negative when

D² > C11(C11 − C44).

With rough low-temperature values C11 = 131, C12 = 49 and C44 = 68 GPa, D = 117 GPa and the ratio of the two sides is 13689/8253 = 1.66. Further, g = 13689/63 = 217.3 GPa. The ST value of f is −86.3 GPa at φ = 0 and −59.3 GPa at φ = 45°, and because S² is a weighted mean of Q² and R², f stays between these two values at all other φ. So the ST sheet is dented at every azimuth. FT has f = 68 and 41 GPa, and no dent.

**Q:** Which way do the rays go?

**A:** Take the gradient of C44 s_z² + s_⊥² f. Its axial, radial and azimuthal parts are 2C44 s_z, 2s_⊥ f and s_⊥ f′. With q = s_⊥/s_z,

V_⊥/V_z = q(2f r̂ + f′ φ̂)/(2C44).

For f < 0 the energy leaves on the opposite side of the axis from the wavevector. To find folds, differentiate this vector. The derivative along q has components (2f, f′)/(2C44). The derivative (1/q)∂/∂φ, including the rotation of r̂ and φ̂, has components (2f′ − f′, 2f + f″)/(2C44). The determinant is

J = [2f(2f + f″) − f′²]/(4C44²).

Near the axis A = 1/|J|, and J has the sign of K. Differentiating S² gives

SS′ = −(Q² − R²) sin4φ,
S′² + SS″ = −4(Q² − R²) cos4φ.

At φ = 0, S′ = 0 and S = |Q| = 154.3 GPa, while |R| = 100.3 GPa. For ST, f″ = −S″/2 = 2(Q² − R²)/|Q| = 178.2 GPa, so

J = (−172.6)(−172.6 + 178.2)/(4·68²) ≈ −0.05.

At φ = 45° the same formula gives J = 2.5. Near the axis the dent is doubly concave at most azimuths, with narrow saddle wedges along the cube planes. This leading-order picture does not extend to the rim.

**Q:** And those wedges fold the map?

**A:** Yes. The ray azimuth is φ + arctan(f′/2f), plus 180° for ST. Its derivative is

1 + (2ff″ − 2f′²)/(4f² + f′²) = 4C44² J/(4f² + f′²).

Where J < 0 the ray azimuth runs backward as φ advances, so three wavevectors near the axis serve one ray. For ST the wedge ends at φ = 6.4° and its rays fill a ridge of half-width only 0.14° in azimuth.

The FT sheet also has a wedge: J = −0.31 at φ = 0 and J = 1.58 at 45°. It ends at φ = 16.9°, and the ridge half-width is 3.6°. Thus FT ridges follow the cube planes near the axis although FT has no dent. At a ray angle of 2° in a 10 mm crystal the FT half-width is 10 tan2° × tan3.6° ≈ 0.02 mm, far below a detector radius of 0.25 mm.

**Q:** Then what fills the bright area at the axis itself?

**A:** The rim of the dent. As the wave direction tilts away from [001], s_z first rises and later falls. At the turning point the normal is again along z. In a mirror plane, write X = s_⊥² and Z = s_z². Modes polarized in that plane obey

(hX + C44Z − ρ)(C44X + C11Z − ρ) = D²XZ.

For {100} planes h = C11. For {110}, averaging Γ over u = (1,1,0)/√2 gives h = (C11 + C12 + 2C44)/2 = 158 GPa, with the same D. Expanding in X,

hC44X² + [mZ − (h + C44)ρ]X + (C44Z − ρ)(C11Z − ρ) = 0,
m = hC11 + C44² − D².

At the rim dZ/dX = 0, so the X-derivative vanishes as well and X is a double root:

X = [(h + C44)ρ − mZ]/(2hC44),
[mZ − (h + C44)ρ]² = 4hC44(C44Z − ρ)(C11Z − ρ).

For {100}, m = 8096 GPa². The positive root is Z = 0.016325 ρ/GPa, giving X = 0.003751 ρ/GPa and

θ = arctan√(X/Z) = 25.6°.

For {110}, Z = 0.01543 ρ/GPa and θ = 20.5°. A direct search for the zero of the ray angle, using the full wave equation, was a test of both angles and agreed.

**Q:** How many wavevectors is that?

**A:** The centre is a minimum of s_z. Around the rim s_z is higher in the four {100} directions than in the four {110} directions. The computed curvature is positive at the former, which are maxima, and negative at the latter, which are saddles. The plain count is 1 + 4 + 4 = 9, and the count signed by K is 1 + 4 − 4 = 1.

A mesh covering the whole ST sheet gave the same two numbers for a ray 2° from the axis at azimuth 22.5°, outside the narrow ridge. The FT sheet sent one wavevector into that ray.

**Q:** Do the rim waves carry much energy, or are they just numerous?

**A:** Consider a small cone of rays, of half-angle α, around [001]. The central waves entering it satisfy q < αC44/√(f² + f′²/4). Their solid angle, divided by πα², gives

A_centre = ⟨C44²/(f² + f′²/4)⟩_φ = 0.84.

Each {100} rim wave adds 0.75 and each {110} rim wave 0.50. The total is

0.841 + 4(0.753) + 4(0.502) ≈ 5.9.

In this cone average no single ST wave contributes more than the isotropic value 1; their number makes the axis bright on this sheet. Summing rays directly into a detector of radius 0.25 mm on the far face of a 10 mm crystal, a half-angle of 1.43°, gave 5.96 (finer sampling of the wave directions lowers this to 5.91), with 85% from the rim. FT adds about 1.5 on its own scale. The two transverse sheets together are (5.9 + 1.5)/2 ≈ 3.7 times as bright as in an isotropic solid.

**Q:** Where do the sharp edges come from?

**A:** From folds of the ray map. The simplest ones come from wavevectors in a mirror plane, at a largest backward ray angle β_c, where β is the angle between the ray and the axis. Near it

β = β_c − ½κ(θ − θ_c)²,  θ − θ_c = ±√[2(β_c − β)/κ].

Two wavevectors exist inside the edge and none of this pair outside. Since |dθ/dβ| = 1/√[2κ(β_c − β)], the flux diverges at the edge, but its integral over a detector is finite.

In {110} planes β_c = 5.6°, or 10 tan5.6° ≈ 0.98 mm from the axis on the far face. In {100} planes β_c = 9.3°, or 1.6 mm. Moving from 0.4° inside the {110} edge to 0.4° outside lowers the count from 9 to 7. The ST flux factor, averaged over a cone of 0.3° half-angle, falls from 8.8 (8.7 with finer sampling) to 7.0. The merging pair carries about 2.9 inside the edge. The step is smaller than that because the seven other waves rise from about 5.8 to 7.0 across it. This edge is a line within the bright structure, not its outer limit. The outer limit comes from folds of wavevectors that lie off the mirror planes. Along {110} the count drops from 7 to 3 near 7.2°, and the flux factor is 1.4 at 8°. Along {100} the flux factor reaches about 28 near 8°, the count drops to 1 near 9.6°, and the flux factor is 0.4 at 10°. The brightest part of the pattern thus lies off the axis, in the cube planes.

**Q:** Would the axis be dark without the dent?

**A:** No. In the isotropic limit, 2C44 = C11 − C12, one finds D = g = C11 − C44, so Q = R = 0, f = C44 and A = 1. Now keep C11 and C12 fixed and set C44 = 44 GPa. The dent ratio is 0.76, one ST wavevector serves the same test ray, and the axis flux factor is still 1.8. Flattening alone has brightened it.

As C44 rises further, f in the cube plane reaches zero where (C12 + C44)² = C11(C11 − C44), near 52 GPa. There the leading-order expression for A_centre diverges and higher powers of q must be kept. Beyond that point the dent opens, first around the cube planes, and the four {100} rim waves appear. The four {110} rim waves follow near 56 GPa, where f at φ = 45°, equal to (C11 + C12 + 2C44)/2 − g, also reaches zero.

**Q:** How far should I trust this for my crystal?

**A:** The dent is robust. For combined changes of ±2% in the three constants, the smallest dent ratio among the corner cases was 1.47. The narrow ST ridge is not: its J at φ = 0 ranged from −0.21 to 0.29, so these rough constants do not decide whether it exists.

For the other limits I assume a 10 mm crystal at a few kelvin and a frequency of 0.2 THz, the spectral peak of a thermal source at 3.4 K. The wavelength is 17.9 nm, from a speed of 3.58 km/s at a rough density of 5.3 g/cm³. The estimates are:

- A thermal source breaks the equal-energy assumption. At fixed frequency k²dk is proportional to 1/v³. This weight, the density of modes, lowers the ST axis factor from 5.96 to 5.07 (5.91 to 5.04 with finer sampling), by 15%. The emitted energy flux also carries the group speed, which offsets part of this loss: the weight |V|/v³ gives about 5.5. The emission pattern of a real heater film is not included.
- A chain with period d = 0.283 nm, half the rough lattice constant, slows the wave by (kd)²/24 ≈ 4×10⁻⁴ of its speed. Germanium's transverse branch flattens sooner than this chain, so the real slowing is larger, of order 10⁻³, but still small.
- Diffraction blurs the {110} edge by about 0.004°, much less than the detector does.
- Rayleigh scattering by mass disorder, with a rough relative mass variance of 6×10⁻⁴, gives a mean free path of 61 mm, so exp(−10/61) ≈ 85% of the energy at 0.2 THz crosses unscattered. A thermal source also emits well above its spectral peak, so the unscattered share of its whole spectrum is lower, about 60% with the same ω⁴ law.

The last item limits the source temperature. The scattering rate grows as ω⁴, so at twice the frequency the path is 61/16 ≈ 4 mm. Most phonons then scatter within the 10 mm crystal, and the ray picture describes only the unscattered remainder. The numerical output lists most of the values behind these answers.

Numbers as computed

```
Ge C11, C12, C44 (GPa, rough): 131.0 49.0 68.0
density (g/cm3, rough): 5.3
transverse speed along [001] (km/s): 3.582
dent criterion D^2/(C11(C11-C44)), dent if >1: 1.659
ST phi=0 deg: f (GPa) -86.29, Jacobian J -0.0525
ST phi=45 deg: f (GPa) -59.29, Jacobian J 2.5176
ST fold azimuth of wavevector (deg): 6.36
ST ridge half-width in ray azimuth (deg): 0.139
ST wavevectors per ray inside ridge, near axis: 3
FT phi=0 deg: f (GPa) 68.00, Jacobian J -0.3103
FT phi=45 deg: f (GPa) 41.00, Jacobian J 1.5790
FT fold azimuth of wavevector (deg): 16.89
FT ridge half-width in ray azimuth (deg): 3.604
FT wavevectors per ray inside ridge, near axis: 3
rim angle in {100} plane (deg): 25.61
signed flux factor of one {100} rim wave: 0.753
largest backward ray angle in {100} plane (deg): 9.26
  reached at wave angle (deg): 12.35
  offset on far face (mm): 1.63
rim angle in {110} plane (deg): 20.53
signed flux factor of one {110} rim wave: -0.502
largest backward ray angle in {110} plane (deg): 5.58
  reached at wave angle (deg): 10.37
  offset on far face (mm): 0.98
ST wavevectors for ray 2 deg off axis: 9, signed 1
FT wavevectors for same ray: 1, signed 1
crystal thickness, detector radius (mm): 10, 0.25
detector half-angle (deg): 1.43
ST axis flux factor, formula: centre 0.841 + rim 5.023 = 5.864
ST axis flux factor, summed rays: 5.956
share of ST axis flux from rim waves, summed rays: 0.854
FT axis flux factor, formula and summed rays: 1.475, 1.483
{110} edge, 0.4 deg inside/outside: wavevectors 9, 7
  ST flux factor inside/outside (0.3 deg cap): 8.77, 6.98
control C44 (GPa): 44, dent criterion 0.759
control: ST wavevectors 1, axis flux factor 1.762
2% change of constants: ST J(phi=0) from -0.213 to 0.288
2% change of constants: smallest dent criterion 1.469
ST axis flux factor with thermal 1/v^3 weight: 5.072
frequency (THz): 0.2, wavelength (nm): 17.9
source temperature with spectral peak there (K): 3.40
lattice dispersion, relative speed change (chain estimate): 4.1e-04
diffraction width of {110} edge (deg): 0.0036
mass-disorder mean free path (mm): 61
unscattered fraction over thickness: 0.85
```
